# Line-of-sight flux at the bottom of a deep circular hole: a numerical check

```python
"""
Result under test: a circular hole of depth 10 diameters, with perfectly
sticking sidewalls and an isotropic collisionless gas at its mouth, receives
at its bottom centre 1/401 of the one-way flux arriving at its mouth.

Symbols: R hole radius, L depth, d = 2R diameter, s loss probability per
wall hit (s = 1 is perfect sticking), J flux (arrivals per area and time).
Geometry is computed with R = 1, so L = 20. The example uses atomic hydrogen.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad

rng = np.random.default_rng(12345)
ASPECT = 10.0
DEPTH = 2.0 * ASPECT          # depth in units of the radius


def centre_ratio(aspect):
    """Derived flux ratio for depth/diameter = aspect."""
    return 1.0 / (1.0 + 4.0 * aspect**2)


def floor_direct(a, depth=DEPTH):
    """Direct flux on the bottom at distance a from the axis."""
    q = depth**2 + a**2
    return 0.5 * (1 - (q - 1) / np.sqrt((q + 1)**2 - 4 * a**2))


def wall_direct(h):
    """Direct flux on the wall at distance h from an open end."""
    x = h / 2.0
    return (x**2 + 0.5) / np.sqrt(x**2 + 1) - x


ratio = centre_ratio(ASPECT)

# --- exact angular integral -------------------------------------------------
theta = sp.symbols("theta", positive=True)
primitive = sp.integrate(2 * sp.sin(theta) * sp.cos(theta), theta)
exact = sp.simplify(primitive.subs(theta, sp.atan(sp.Rational(1, 20)))
                    - primitive.subs(theta, 0))
assert sp.simplify(exact - sp.Rational(1, 401)) == 0
assert abs(float(exact) - ratio) < 1e-14


# --- velocity-space integral for two isotropic speed laws -------------------
def velocity_flux(law, vmax, slope=None):
    """Flux from velocities with v_r < slope*v_z (all v_r if slope is None)."""
    upper = (lambda vz: vmax) if slope is None else (lambda vz: slope * vz)
    value, _ = dblquad(
        lambda vr, vz: 2 * np.pi * vr * vz * law(np.hypot(vr, vz)),
        0, vmax, lambda vz: 0.0, upper, epsabs=1e-11, epsrel=1e-9)
    return value


def maxwell(v):
    return (2 * np.pi)**-1.5 * np.exp(-v**2 / 2)


def exponential(v):
    return np.exp(-v) / (8 * np.pi)


maxwell_mouth = velocity_flux(maxwell, 12.0)
ratio_maxwell = velocity_flux(maxwell, 12.0, 1 / DEPTH) / maxwell_mouth
ratio_exponential = (velocity_flux(exponential, 50.0, 1 / DEPTH)
                     / velocity_flux(exponential, 50.0))
assert abs(ratio_maxwell / ratio - 1) < 1e-6
assert abs(ratio_exponential / ratio - 1) < 1e-6

# --- sum over the area of the mouth -----------------------------------------
for aspect in (1.0, 5.0, 10.0, 20.0):
    depth = 2 * aspect
    area_sum, _ = quad(lambda r: 2 * r * depth**2 / (r**2 + depth**2)**2, 0, 1)
    assert abs(area_sum / centre_ratio(aspect) - 1) < 1e-9
    if aspect == ASPECT:
        ratio_area = area_sum

# --- off-axis bottom and wall fluxes from their surface definitions ---------
for a, depth in ((0.6, 2.0), (1.0, 20.0)):
    numeric, _ = dblquad(
        lambda phi, r: r * depth**2 / np.pi
        / (r**2 + a**2 - 2 * a * r * np.cos(phi) + depth**2)**2,
        0, 1, 0, 2 * np.pi)
    assert abs(numeric / floor_direct(a, depth) - 1) < 1e-6
for h in (1.0, 2.0, 8.0):
    numeric, _ = dblquad(
        lambda phi, r: r * h * (1 - r * np.cos(phi)) / np.pi
        / (r**2 + 1 - 2 * r * np.cos(phi) + h**2)**2,
        0, 1, 0, 2 * np.pi)
    assert abs(numeric / wall_direct(h) - 1) < 1e-6

# --- forward simulation of straight flights from the mouth ------------------
shots, hits, patch = 4_000_000, 0, 0.5
for _ in range(4):
    m = shots // 4
    start = np.sqrt(rng.random(m))
    u = rng.random(m)
    shift = DEPTH * np.sqrt(u / (1 - u))
    phi = 2 * np.pi * rng.random(m)
    landing2 = start**2 + shift**2 + 2 * start * shift * np.cos(phi)
    hits += int(np.count_nonzero(landing2 < patch**2))
patch_simulated = hits / shots / patch**2
patch_error = patch_simulated / np.sqrt(hits)
patch_expected = quad(lambda a: 2 * a * floor_direct(a), 0, patch)[0] / patch**2
assert abs(patch_simulated - patch_expected) < 5 * patch_error


# --- imperfect wall loss: flux balance on wall rings, absorbing bottom ------
def ring_solution(s, rings=600):
    edges = np.linspace(0, DEPTH, rings + 1)        # distance from the mouth
    mid = 0.5 * (edges[1:] + edges[:-1])
    seen = wall_direct(np.abs(mid[:, None] - edges[None, :]))
    exchange = np.abs(seen[:, 1:] - seen[:, :-1])
    half = 0.5 * DEPTH / rings
    np.fill_diagonal(exchange, 2 * (0.5 - wall_direct(half)))
    wall = np.linalg.solve(np.eye(rings) - (1 - s) * exchange,
                           wall_direct(mid))
    cone = 1 / (1 + (DEPTH - edges)**2)
    return ratio + (1 - s) * np.sum(wall * (cone[1:] - cone[:-1]))


def backward_walk(s, floor_emits, walkers=250_000, bounces=40):
    """Trace arrivals at the bottom centre backwards, scoring direct flux."""
    x, y, z = np.zeros(walkers), np.zeros(walkers), np.zeros(walkers)
    u, phi = rng.random(walkers), 2 * np.pi * rng.random(walkers)
    vx, vy = np.sqrt(u) * np.cos(phi), np.sqrt(u) * np.sin(phi)
    vz = np.sqrt(1 - u)
    score = np.full(walkers, ratio)
    index = np.arange(walkers)
    weight = 1.0
    for _ in range(bounces):
        a = vx**2 + vy**2
        b = x * vx + y * vy
        c = np.minimum(x**2 + y**2 - 1, 0)
        with np.errstate(divide="ignore", invalid="ignore"):
            t = (-b + np.sqrt(b**2 - a * c)) / a
            znew = z + t * vz
            floor = znew < 0
            t = np.where(floor, -z / vz, t)
        keep = znew < DEPTH
        if not floor_emits:
            keep &= ~floor
        x, y = (x + t * vx)[keep], (y + t * vy)[keep]
        floor, index = floor[keep], index[keep]
        z = np.where(floor, 0.0, znew[keep])
        weight *= 1 - s
        radius = np.minimum(np.hypot(x, y), 1.0)
        score[index] += weight * np.where(floor, floor_direct(radius),
                                          wall_direct(DEPTH - z))
        u, phi = rng.random(x.size), 2 * np.pi * rng.random(x.size)
        side, normal = np.sqrt(u), np.sqrt(1 - u)
        tangent = side * np.cos(phi)
        vx = np.where(floor, tangent, -normal * x - tangent * y)
        vy = np.where(floor, side * np.sin(phi), -normal * y + tangent * x)
        vz = np.where(floor, normal, side * np.sin(phi))
    return score.mean(), score.std() / np.sqrt(walkers)


loss = 0.3
ring_flux = ring_solution(loss)
assert abs(ring_solution(loss, 300) / ring_flux - 1) < 2e-3
walk_flux, walk_error = backward_walk(loss, False)
assert walk_error < 0.03 * walk_flux
assert abs(walk_flux - ring_flux) < 5 * walk_error + 1e-3 * ring_flux
emit_flux, emit_error = backward_walk(loss, True)
assert emit_error < 0.03 * emit_flux
loss_table = [(s, ring_solution(s) / ratio)
              for s in (1.0, 0.99, 0.9, 0.5, 0.3, 0.1, 0.01)]
assert all(p[1] < q[1] for p, q in zip(loss_table, loss_table[1:]))


# --- anisotropic arrival caused by loss on the surrounding wafer ------------
def anisotropic_gain(s):
    """Intensity A + B*mu with unit arrival flux and net flux s."""
    def moment(power, low):
        return 2 * np.pi * quad(lambda mu: mu**power, low, 1)[0]
    matrix = [[moment(1, 0), moment(2, 0)], [moment(1, -1), moment(2, -1)]]
    A, B = np.linalg.solve(matrix, [1.0, s])
    edge = DEPTH / np.sqrt(1 + DEPTH**2)
    return (A * moment(1, edge) + B * moment(2, edge)) / ratio


for s in (loss, 1.0):
    assert abs(anisotropic_gain(s) - (1 + s / 4)) < 2e-3

# --- example: atomic hydrogen in a metal-lined hole -------------------------
diameter_nm, temperature = 100.0, 500.0
atom_mtorr, gas_mtorr = 1.0, 100.0
sites_per_nm2, collision_nm, film_nm = 10.0, 0.25, 5.0
depth_nm = ASPECT * diameter_nm
mass = const.m_p + const.m_e
kT = const.k * temperature
pressure = atom_mtorr * 1e-3 * const.torr
mouth_flux = pressure / np.sqrt(2 * np.pi * mass * kT)
from_velocities = pressure / kT * np.sqrt(kT / mass) * maxwell_mouth
assert abs(mouth_flux / from_velocities - 1) < 1e-6
mouth_nm = mouth_flux * 1e-18
bottom_nm = mouth_nm * ratio

# mean relative speed of H and H2 against the mean speed of H
v_atom = rng.normal(size=(400_000, 3))
v_gas = rng.normal(size=(400_000, 3)) / np.sqrt(2)
speed_factor = np.sqrt(1.5)
sampled = (np.linalg.norm(v_atom - v_gas, axis=1).mean()
           / np.linalg.norm(v_atom, axis=1).mean())
assert abs(sampled / speed_factor - 1) < 0.01
gas_density = gas_mtorr * 1e-3 * const.torr / kT
free_path = 1 / (gas_density * np.pi * (collision_nm * 1e-9)**2 * speed_factor)
collided = -np.expm1(-depth_nm * 1e-9 / free_path)
assert collided < 0.01
narrow_ratio = centre_ratio(depth_nm / (diameter_nm - 2 * film_nm))
wavelength_nm = const.h / np.sqrt(2 * np.pi * mass * kT) * 1e9

# --- printed numbers --------------------------------------------------------
print("GEOMETRY AND MAIN RESULT")
print(f"depth/diameter: {ASPECT:.0f}; depth/radius: {DEPTH:.0f}")
print(f"cone half-angle: {np.degrees(np.arctan(1 / DEPTH)):.3f} degrees")
print(f"exact flux ratio: {exact} = {ratio:.7f}")
print(f"ratio, Maxwell velocity integral: {ratio_maxwell:.7f}")
print(f"ratio, exponential speed law: {ratio_exponential:.7f}")
print(f"ratio, sum over mouth area: {ratio_area:.7f}")
print(f"simulated flights: {shots}; hits within R/2: {hits}")
print(f"patch ratio simulated: {patch_simulated:.5f} +- {patch_error:.5f}")
print(f"patch ratio expected: {patch_expected:.5f}")
for aspect in (1, 5, 10, 20):
    print(f"depth/diameter {aspect}: mouth/bottom = "
          f"{1 / centre_ratio(aspect):.0f}")
print("EXAMPLE: ATOMIC HYDROGEN")
print(f"diameter: {diameter_nm:.0f} nm; depth: {depth_nm:.0f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"H pressure: {atom_mtorr:.0f} mTorr; H2: {gas_mtorr:.0f} mTorr")
print(f"H atom mass: {mass:.4e} kg")
print(f"H pressure in SI: {pressure:.4f} Pa")
print(f"flux at mouth: {mouth_nm:.4e} per nm2 per s")
print(f"flux at bottom centre: {bottom_nm:.2f} per nm2 per s")
print(f"site density: {sites_per_nm2:.0f} per nm2")
print(f"time for one atom per site, mouth: "
      f"{1e3 * sites_per_nm2 / mouth_nm:.3f} ms")
print(f"time for one atom per site, bottom: "
      f"{1e3 * sites_per_nm2 / bottom_nm:.1f} ms")
print("NEGLECTED EFFECTS")
print("bottom-centre flux relative to sticking walls, absorbing bottom:")
for s, gain in loss_table:
    print(f"  wall loss probability {s:.2f}: factor {gain:.3f}")
print(f"backward walk, loss {loss}: factor {walk_flux / ratio:.3f} "
      f"+- {walk_error / ratio:.3f}")
print(f"same, bottom also re-emits: factor {emit_flux / ratio:.3f} "
      f"+- {emit_error / ratio:.3f}")
print(f"anisotropic arrival, wafer loss {loss}: factor "
      f"{anisotropic_gain(loss):.4f}")
print(f"anisotropic arrival, wafer loss 1: factor {anisotropic_gain(1.0):.4f}")
print(f"film thickness: {film_nm:.0f} nm; new diameter: "
      f"{diameter_nm - 2 * film_nm:.0f} nm")
print(f"ratio after film: 1/{1 / narrow_ratio:.1f}; "
      f"change {100 * (narrow_ratio / ratio - 1):.1f} %")
print(f"H-H2 collision diameter: {collision_nm:.2f} nm")
print(f"mean free path: {free_path * 1e3:.2f} mm")
print(f"mean free path/diameter: {free_path * 1e9 / diameter_nm:.0f}")
print(f"atoms colliding over the depth: {100 * collided:.3f} %")
print(f"bottom edge against centre: "
      f"{100 * (floor_direct(1.0) / ratio - 1):.2f} %")
print(f"thermal wavelength: {wavelength_nm:.4f} nm; "
      f"over diameter: {wavelength_nm / diameter_nm:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
GEOMETRY AND MAIN RESULT
depth/diameter: 10; depth/radius: 20
cone half-angle: 2.862 degrees
exact flux ratio: 1/401 = 0.0024938
ratio, Maxwell velocity integral: 0.0024938
ratio, exponential speed law: 0.0024938
ratio, sum over mouth area: 0.0024938
simulated flights: 4000000; hits within R/2: 2560
patch ratio simulated: 0.00256 +- 0.00005
patch ratio expected: 0.00249
depth/diameter 1: mouth/bottom = 5
depth/diameter 5: mouth/bottom = 101
depth/diameter 10: mouth/bottom = 401
depth/diameter 20: mouth/bottom = 1601
EXAMPLE: ATOMIC HYDROGEN
diameter: 100 nm; depth: 1000 nm
temperature: 500 K
H pressure: 1 mTorr; H2: 100 mTorr
H atom mass: 1.6735e-27 kg
H pressure in SI: 0.1333 Pa
flux at mouth: 1.5648e+04 per nm2 per s
flux at bottom centre: 39.02 per nm2 per s
site density: 10 per nm2
time for one atom per site, mouth: 0.639 ms
time for one atom per site, bottom: 256.3 ms
NEGLECTED EFFECTS
bottom-centre flux relative to sticking walls, absorbing bottom:
  wall loss probability 1.00: factor 1.000
  wall loss probability 0.99: factor 1.001
  wall loss probability 0.90: factor 1.014
  wall loss probability 0.50: factor 1.124
  wall loss probability 0.30: factor 1.307
  wall loss probability 0.10: factor 2.913
  wall loss probability 0.01: factor 27.037
backward walk, loss 0.3: factor 1.311 +- 0.007
same, bottom also re-emits: factor 1.572 +- 0.007
anisotropic arrival, wafer loss 0.3: factor 1.0749
anisotropic arrival, wafer loss 1: factor 1.2495
film thickness: 5 nm; new diameter: 90 nm
ratio after film: 1/494.8; change -19.0 %
H-H2 collision diameter: 0.25 nm
mean free path: 2.15 mm
mean free path/diameter: 21532
atoms colliding over the depth: 0.046 %
bottom edge against centre: -0.50 %
thermal wavelength: 0.0778 nm; over diameter: 7.8e-04
ALL CHECKS PASSED
```
